# Certified Capacitance Bounds for a Voxel Dielectric from Potentials and Balanced Fluxes

## 1. Two layers between two plates

Take a capacitor of height \(L\) and plate area \(A\). Its lower half has permittivity 1 and its upper half 4. The bottom plate is at potential \(V\), the top plate at 0. Let \(\kappa\) be the capacitance divided by that of the empty capacitor. The layers are in series, so

\[
\kappa=\frac{1}{\tfrac12\cdot 1+\tfrac12\cdot\tfrac14}=1.6 .
\]

Suppose we did not know this and guessed a potential that is linear in each layer, with the value \(pV\) at the interface. The fields are \(E_1=2(1-p)V/L\) and \(E_2=2pV/L\). The mean of \(\varepsilon E^2\), in units of \(V^2/L^2\), is

\[
\kappa_{\rm up}(p)=\tfrac12\left[4(1-p)^2+4\cdot4p^2\right]=2(1-p)^2+8p^2 .
\]

The straight ramp, \(p=\tfrac12\), gives 2.5. The minimum, at \(p=\tfrac15\), is \(1.28+0.32=1.6\). Every guess lies at or above the true value.

Now guess the displacement instead. A uniform vertical \(D\) has no sources, and the ratio \((\text{mean }D)^2/\text{mean}(D^2/\varepsilon)\) is \(1/(\tfrac12+\tfrac18)=1.6\). This guess is already the true flux.

If the same materials stand side by side as columns, the roles are exchanged. The ramp is then the true potential and gives \(\kappa=2.5\), while the uniform flux gives 1.6, which is too low. Sending flux through the columns in the ratio 1:4 restores 2.5.

A guessed potential thus errs upward and a guessed source-free flux errs downward. In a general voxel structure neither guess is perfect, but together they enclose the answer.

## 2. The two bounds

**Conventions.** We use atomic units with Gaussian fields: \(\mathbf E=-\nabla\phi\), \(\mathbf D=\varepsilon\mathbf E\), and \(\nabla\cdot\mathbf D=0\) between the plates. The scalar \(\varepsilon(\mathbf r)\) is real, positive and constant in each voxel. The plates are \(z=0\) (potential \(V\)) and \(z=L\) (potential 0). No flux crosses the side walls, which act as mirror planes. The upward flux \(\Phi\) through a plate gives the charge \(Q=\Phi/4\pi\) on the bottom plate, and \(C=Q/V\). Stars mark the true solution.

A potential is *compatible* if it is continuous, has square-integrable gradient and takes the plate values. A flux is *equilibrated* if it is square integrable, has zero divergence and does not cross the side walls. Zero divergence includes continuity of the normal component at every voxel face.

For any such pair, integration by parts gives

\[
\int\mathbf D\cdot\mathbf E\,d^3r=-\oint\phi\,\mathbf D\cdot\mathbf n\,dS+\int\phi\,\nabla\cdot\mathbf D\,d^3r=V\Phi. \tag{1}
\]

The volume term vanishes. The sides carry no flux, and the top plate has \(\phi=0\). At the bottom the outward normal is \(-\hat z\), so \(\mathbf D\cdot\mathbf n=-D_z\), and the two minus signs cancel. For the true pair, (1) reads

\[
\int\varepsilon|\nabla\phi^*|^2d^3r=V\Phi^*=4\pi CV^2. \tag{2}
\]

**Upper bound.** Write \(\phi=\phi^*+\eta\), where \(\eta\) vanishes on both plates. Then

\[
\int\varepsilon|\nabla\phi|^2=\int\varepsilon|\nabla\phi^*|^2-2\int\mathbf D^*\cdot\nabla\eta+\int\varepsilon|\nabla\eta|^2 .
\]

The middle integral is zero by the same integration by parts, because \(\eta=0\) on the plates. With (2),

\[
C_{\rm up}\equiv\frac{\int\varepsilon|\nabla\phi|^2}{4\pi V^2}=C+\frac{\int\varepsilon|\nabla\eta|^2}{4\pi V^2}\ge C. \tag{3}
\]

**Lower bound.** Apply (1) to a trial \(\mathbf D\) and the true \(\mathbf E^*\), then use the Cauchy–Schwarz inequality:

\[
V^2\Phi^2=\left(\int\frac{\mathbf D}{\sqrt\varepsilon}\cdot\sqrt\varepsilon\,\mathbf E^*\right)^2\le\int\frac{D^2}{\varepsilon}\;\,4\pi CV^2 .
\]

Hence, for \(\Phi\ne0\),

\[
C\ge C_{\rm lo}\equiv\frac{\Phi^2}{4\pi\int D^2/\varepsilon}. \tag{4}
\]

The overall size of \(\mathbf D\) cancels. Dividing by the vacuum value \(A/(4\pi L)\) gives

\[
\kappa_{\rm up}=\frac{L}{AV^2}\int\varepsilon|\nabla\phi|^2,\qquad
\kappa_{\rm lo}=\frac{L\,\Phi^2}{A\int D^2/\varepsilon}. \tag{5}
\]

## 3. What the gap measures

Scale the trial flux so that \(\Phi=4\pi C_{\rm lo}V\). Equation (4) then gives \(\int D^2/\varepsilon=4\pi C_{\rm lo}V^2\). Expand the violation of the material law:

\[
\int\frac{|\mathbf D-\varepsilon\mathbf E|^2}{\varepsilon}
=\int\frac{D^2}{\varepsilon}+\int\varepsilon E^2-2\int\mathbf D\cdot\mathbf E .
\]

The three terms are \(4\pi C_{\rm lo}V^2\), \(4\pi C_{\rm up}V^2\) and, by (1), \(-8\pi C_{\rm lo}V^2\). Therefore

\[
(C_{\rm up}-C_{\rm lo})V^2=\frac1{4\pi}\int\frac{|\mathbf D-\varepsilon\mathbf E|^2}{\varepsilon}\,d^3r. \tag{6}
\]

The gap is a sum of non-negative voxel contributions, so it also shows where the two trial fields disagree. In the layered example with \(p=\tfrac12\), in units of \(V/L\), \(D=1.6\) and \(E=1\). The mean mismatch is \(\tfrac12[0.6^2+2.4^2/4]=0.9\), which equals \(2.5-1.6\).

The midpoint \((C_{\rm lo}+C_{\rm up})/2\) is wrong by at most half the gap. A field estimate follows too. Put \(\mathbf a=\mathbf D/\varepsilon-\mathbf E^*\) and \(\mathbf b=\mathbf E-\mathbf E^*\). Then

\[
\int\varepsilon\,\mathbf a\cdot\mathbf b=\int(\mathbf D-\mathbf D^*)\cdot(\mathbf E-\mathbf E^*)=0,
\]

because the first factor is equilibrated and the second is the gradient of a function that vanishes on the plates. Orthogonality makes \(\int\varepsilon|\mathbf a+\mathbf b|^2=\int\varepsilon|\mathbf a-\mathbf b|^2\). The midpoint field \(\mathbf E_{\rm m}=\tfrac12(\mathbf E+\mathbf D/\varepsilon)\) has error \((\mathbf a+\mathbf b)/2\), while \(\mathbf a-\mathbf b=\mathbf D/\varepsilon-\mathbf E\). Thus

\[
\int\varepsilon|\mathbf E_{\rm m}-\mathbf E^*|^2=\frac14\int\frac{|\mathbf D-\varepsilon\mathbf E|^2}{\varepsilon}. \tag{7}
\]

Divide by (2) and take the root. With the scaled flux, the relative error in the energy norm is \(\tfrac12\sqrt{(C_{\rm up}-C_{\rm lo})/C}\). This is a global measure: it does not bound the field at a point, and so cannot rule out local breakdown.

## 4. Compatible potentials on the grid

Divide the box into cubes of edge \(h\), each inside one voxel. Give the potential a value at every node and interpolate trilinearly. Neighbouring cubes share their nodes, so the potential is continuous.

Within a cube, \(\partial_x\phi\) is interpolated from the differences \(d_{jk}\) along its four \(x\)-edges:

\[
\partial_x\phi=\frac1h\sum_{j,k=0}^1 d_{jk}N_j(y)N_k(z).
\]

The linear functions satisfy \(\int_0^hN_jN_{j'}=(h/6)m_{jj'}\), with \(m=2\) for equal indices and 1 otherwise. The \(x\)-integration contributes \(h\), so

\[
\int\varepsilon(\partial_x\phi)^2=\varepsilon h\,\frac1{h^2}\,\frac{h^2}{36}\sum m_{jj'}m_{kk'}d_{jk}d_{j'k'}
=\frac{\varepsilon h}{36}\sum m_{jj'}m_{kk'}d_{jk}d_{j'k'} . \tag{8}
\]

The other two directions have the same form. The sum of all cubes is a quadratic form in the node values. Setting its derivative with respect to the free nodes to zero gives a sparse, symmetric, positive definite system, which conjugate gradients can solve. The straight ramp is a convenient start. By (5) its bound is the volume mean of \(\varepsilon\).

## 5. Equilibrated fluxes on the grid

**Why the field already computed will not do.** It is tempting to insert \(\mathbf D_h=-\varepsilon\nabla\phi_h\), from the optimal discrete potential, into (4). Its normal component generally jumps between cubes, so it is not equilibrated. The result can be worked out. The difference between \(\phi_h\) and the ramp \(V(1-z/L)\) is a discrete function that vanishes on the plates, and the minimum condition makes \(\varepsilon\nabla\phi_h\) orthogonal to its gradient. Hence

\[
\int\varepsilon|\nabla\phi_h|^2=\int\varepsilon\nabla\phi_h\cdot\nabla\!\left[V\!\left(1-\frac zL\right)\right]=\frac VL\int D_{h,z}=V\bar\Phi ,
\]

where \(\bar\Phi\) is the height-averaged flux. Using \(\bar\Phi\) in (5), with \(\int D_h^2/\varepsilon=V\bar\Phi\), returns \(L\bar\Phi/(AV)=\kappa_{\rm up}\). The supposed lower bound is the upper bound, and the apparent gap is zero whatever the real error.

**Face fluxes.** Assign to each cube face one number, the flux through it in the positive axis direction. Inside a cube let \(D_x\) run linearly from \(a/h^2\) to \(b/h^2\), and treat \(D_y\) and \(D_z\) likewise. Shared face values make the normal component continuous. The divergence in a cube is constant, equal to its net outflow divided by \(h^3\). With \(t=x/h\),

\[
\int\frac{D_x^2}{\varepsilon}=\frac{h^3}{\varepsilon h^4}\int_0^1[a(1-t)+bt]^2dt=\frac{a^2+ab+b^2}{3\varepsilon h}. \tag{9}
\]

**Minimization.** Collect the face fluxes in \(F\), omitting the side walls. Let \(F^{\rm T}MF=\int D^2/\varepsilon\), let \(BF\) be the net outflows, and let \(g^{\rm T}F=\Phi\) sum the bottom faces. Minimize

\[
J(F)=\tfrac12F^{\rm T}MF-Vg^{\rm T}F\quad\text{subject to}\quad BF=0. \tag{10}
\]

This yields the best \(C_{\rm lo}\) on the grid. If \(F\) is multiplied by \(s\), the minimum of \(\tfrac12s^2F^{\rm T}MF-sV\Phi\) over \(s\) is \(-V^2\Phi^2/(2F^{\rm T}MF)=-2\pi C_{\rm lo}V^2\). The lowest \(J\) is therefore the highest \(C_{\rm lo}\).

With multipliers \(p\), one per cube, stationarity of \(J-p^{\rm T}BF\) gives

\[
MF=Vg+B^{\rm T}p,\qquad BM^{-1}B^{\rm T}p=-VBM^{-1}g. \tag{11}
\]

For an interior face, \(B^{\rm T}p\) is the drop of \(p\) from one cube to the next, so \(p\) acts as a cube potential. The matrix \(M\) couples successive faces along a grid line and nothing else. It is tridiagonal line by line and cheap to factor. The second equation is again suited to conjugate gradients. Its matrix is positive definite: \(B^{\rm T}p=0\) forces equal values in neighbouring cubes and zero next to the plates.

**The column sweep.** An unfinished solve leaves an outflow \(r_k\) in cube \(k\) of a column. Keep the lateral fluxes and the bottom flux, and recompute the others upward:

\[
F'_z(k+1)=F'_z(k)-(\text{lateral outflow of cube }k). \tag{12}
\]

Every cube now balances. The last flux enters the top plate, which accepts any distribution. Compared with the raw flux, the correction at level \(k+1\) is \(-\sum_{j\le k}r_j\), so residuals accumulate up the column.

For a nearly finished solve this costs little. Let the swept flux be \(F_h+\delta\), where \(F_h\) is the constrained minimizer. Since \(B\delta=0\), the linear change of \(J\) is \(\delta^{\rm T}(MF_h-Vg)=\delta^{\rm T}B^{\rm T}p=0\), and \(J\) rises by \(\tfrac12\delta^{\rm T}M\delta\). Optimal scaling can only lower \(J\) again, so

\[
C_{{\rm lo},h}-C'_{\rm lo}\le\frac{\delta^{\rm T}M\delta}{4\pi V^2}. \tag{13}
\]

The loss is of second order in the flux error.

## 6. From a small residual to a certificate

Floating-point sums would leave a small doubt about divergence and energy. It can be removed as follows.

1. With \(V=1\), solve approximately for the nodal potential and the face fluxes.
2. Multiply both by \(2^{40}\) and round to integers. Set the plate potentials to \(2^{40}\) and 0, and the side fluxes to zero.
3. Apply (12) in integer arithmetic. The divergence is then zero, not merely small.
4. Evaluate (8) and (9) with integers and rational permittivities. Form \(\kappa_{\rm up}\) and \(\kappa_{\rm lo}\) as fractions.
5. Print the lower bound rounded down and the upper bound rounded up.

Rounding the trial fields produces slightly different trial fields, to which (3) and (4) still apply. The solver therefore affects the width of the bracket but not its validity. The conversion of \(\kappa\) to physical units uses ordinary arithmetic and a measured constant, with errors far below the digits quoted here.

The certificate concerns the stated voxel problem. It does not cover a wrong voxel map, uncertain permittivities, leakage through the sides or failure of continuum electrostatics. Fixed charge would change the condition on \(\mathbf D\). A negative or complex \(\varepsilon\) removes the positive energy on which both bounds rest.

## 7. Convergence near a material edge

**A solvable case.** Let the \(x\)–\(z\) section be a square divided into four equal squares with permittivities \(\varepsilon_1,\varepsilon_2\) in checkerboard order, uniform along \(y\). Averaging a trial field over \(y\) cannot raise its energy, so the problem is two-dimensional. Any equilibrated flux can be written

\[
D_x=-\partial_z\psi,\qquad D_z=\partial_x\psi .
\]

The side walls have constant \(\psi\), and the flux per unit depth is the difference of \(\psi\) between them. Thus \(\psi\) is a compatible potential for a capacitor whose plates are the side walls. Its weight is \(1/\varepsilon=\tilde\varepsilon/(\varepsilon_1\varepsilon_2)\), where \(\tilde\varepsilon\) has the two materials exchanged. A quarter turn exchanges the materials back and returns the plates to top and bottom. The least \(\int D^2/\varepsilon\) per unit depth is therefore \(\kappa\Phi^2/(\varepsilon_1\varepsilon_2)\), and (5) gives

\[
\kappa=\frac{\varepsilon_1\varepsilon_2}{\kappa}\quad\Longrightarrow\quad\kappa=\sqrt{\varepsilon_1\varepsilon_2}. \tag{14}
\]

The argument survives discretization. A bilinear \(\psi\) gives just the face-flux fields of Section 5, so the optimal bounds on one grid satisfy \(\kappa_{\rm lo}\kappa_{\rm up}=\varepsilon_1\varepsilon_2\).

For permittivities 1 and 4 the true value is 2. With 16 cells per side the bracket is 1.987 to 2.013, and the unbalanced flux of Section 5 gives the false lower bound 2.013. With 128 cells the bracket is 1.9988 to 2.0012.

**The rate.** Near the central edge try \(\phi\propto r^\alpha\). In an \(\varepsilon_1\) quadrant let \(\phi=ar^\alpha\cos\alpha\theta\), with \(\theta\) measured from its bisector. In the next quadrant let \(\phi=-br^\alpha\sin\alpha\theta'\), with \(\theta'=\theta-\pi/2\). The opposite quadrants carry the opposite sign. At the interface \(\theta=\pi/4\), continuity of potential and normal flux requires

\[
a\cos\frac{\alpha\pi}4=b\sin\frac{\alpha\pi}4,\qquad
\varepsilon_1a\sin\frac{\alpha\pi}4=\varepsilon_2b\cos\frac{\alpha\pi}4 .
\]

Dividing the second by the first gives \(\tan^2(\alpha\pi/4)=\varepsilon_2/\varepsilon_1\). Choosing the larger permittivity as \(\varepsilon_1\) gives the stronger singularity:

\[
\alpha=\frac4\pi\arctan\sqrt{\frac{\varepsilon_{\min}}{\varepsilon_{\max}}}. \tag{15}
\]

For equal materials \(\alpha=1\) and the field is regular. For extreme contrast \(\alpha\to0\) and convergence becomes very slow.

The cells touching the edge contribute a squared energy error of order \(\int_0^hr^{2\alpha-2}r\,dr\sim h^{2\alpha}\). Farther out the gradient error is of order \(h|\nabla\nabla\phi|\sim hr^{\alpha-2}\), which contributes \(h^2\int_hr^{2\alpha-4}r\,dr\sim h^{2\alpha}\). This estimate predicts a gap proportional to \(h^{2\alpha}\). For contrast 4, \(2\alpha=1.181\). The exponent observed between 64 and 128 cells is also 1.181. Smooth fields would give \(h^2\).

## 8. A porous dielectric with a dense cap

The model is a cube of \(4\times4\times4\) voxels, each 25 angstrom wide. It has 36 matrix voxels (\(\varepsilon=2.8\)), 12 pores (1.0) and a cap of 16 dense voxels (4.2). These are round model parameters. The numerical output gives the arrangement. Treating 25 angstrom regions as continua with sharp boundaries is an assumption of the model.

**Estimates by hand.** The ramp gives the mean permittivity,

\[
\frac{36(2.8)+12(1.0)+16(4.2)}{64}=2.8125 .
\]

A potential depending on height alone does better. Each porous layer has four pores and mean permittivity \([4(1.0)+12(2.8)]/16=2.35\), so

\[
\kappa\le\frac4{3/2.35+1/4.2}\approx2.64 .
\]

Flux confined to vertical columns gives the lower bound 2.33. The grid bounds tighten this bracket. With \(m\) cells per voxel edge they are:

| \(m\) | lower | upper | gap |
|---|---|---|---|
| 1 | 2.501 | 2.603 | 0.101 |
| 2 | 2.533 | 2.571 | 0.037 |
| 4 | 2.545 | 2.560 | 0.014 |
| 8 | 2.549 | 2.555 | 0.005 |

The brackets are nested, as they must be for optimal trial fields: each coarse potential or flux is also available on the subdivided grid. The gap falls by factors of about 2.7, 2.7 and 2.8, corresponding to exponents of 1.4 to 1.5. Some pores meet diagonally across an edge. For contrast 2.8, (15) gives \(2\alpha\approx1.37\) there. The observed exponents are larger and rise slightly with \(m\), away from this value. The diagonal edges are not the only singular ones. At the more numerous edges where a single pore corner sits in matrix, the same matching for the mode odd about the bisector gives \(2.8\tan(\alpha\pi/4)=-\tan(3\alpha\pi/4)\), or \(2\alpha\approx1.70\). The observed rate lies between the two values, and these grids do not establish a final rate. The certificate does not depend on this reading.

**Where the error sits.** At \(m=8\), cells touching an edge of an original voxel fill 15.6 % of the volume and carry 79 % of the gap. The worst tenth of all cells carries 86.5 %. By (6), the worst cells are where the trial fields disagree most, and local refinement there is the natural next step. Not every voxel edge needs it: the edge count also includes edges inside uniform material and on flat interfaces, which contribute little.

**Stopping early.** At \(m=4\), twenty iterations bring the upper bound to 2.560, its converged value at this precision. The lower bound is then 2.464, still well below its final 2.545. The bracket is valid all the same. Its width alone does not tell which trial field is at fault; here the comparison with the converged bounds points to the balanced flux. Most of its loss comes from the column sweep, which lets the remaining residuals accumulate. More iterations reduce them on the whole, although the swept bound does not rise at every step. A least-squares correction that spreads them over all faces recovers most of the loss.

**Physical units.** With \(e^2/(4\pi\epsilon_0)=14.39965\) eV angstrom, where \(\epsilon_0\) is the vacuum permittivity, the empty cube of edge 100 angstrom has

\[
C_{\rm vac}=\frac{100}{4\pi(14.39965)}\approx0.552635\ e/\mathrm V .
\]

Multiplying by the finest bounds, before their rounding in the table, gives

\[
1.409\ e/\mathrm V\le C\le1.412\ e/\mathrm V,
\]

or 0.2257 to 0.2262 aF. At 1 V the stored energy \(\tfrac12CV^2\) lies between 0.704 and 0.706 eV.

The midpoint capacitance is 1.410 \(e\)/V, and half the gap is about 0.1 % of it. The midpoint field has a relative energy-norm error of at most

\[
\tfrac12\sqrt{0.00495/2.549}<0.0221,
\]

or 2.21 %. The field error is much larger than the capacitance error because the gap is quadratic in the field mismatch. A tolerance chosen for capacitance therefore does not guarantee the same relative accuracy for the field.

## Values computed for the example and the checks

```
layer/column test: exact 1.6000, bounds 1.60000000 1.60000000
layer/column test: exact 2.5000, bounds 2.50000000 2.50000000
midpoint squared error / mismatch: 0.25000000
checkerboard eps 1 and 4, exact kappa 2.0000
  n= 16: lower 1.98708 upper 2.01300 product 4.0000000
  n=16 false lower bound, raw flux: 2.01300
  n= 64: lower 1.99747 upper 2.00253 product 4.0000000
  n=128: lower 1.99888 upper 2.00112 product 4.0000000
  gap exponent: observed 1.181, predicted 1.181
voxel edge 25.0 angstrom, box edge 100.0 angstrom
eps: M=2.8, P=1.0, D=4.2
  layer 0 (rows x, letters y): PMMM MMPM MPMM MMMP
  layer 1 (rows x, letters y): MMPM PMMM MMMP MPMM
  layer 2 (rows x, letters y): MPPM MMMM PMMM MMPM
  layer 3 (rows x, letters y): DDDD DDDD DDDD DDDD
pores: 12 of 64 voxels, mean eps 2.81250
simple bounds: columns 2.33136, layers 2.64080
kappa brackets, m cells per voxel edge:
  m=1: lower 2.50149 upper 2.60247 gap 0.10097
  m=2: lower 2.53353 upper 2.57084 gap 0.03730
  m=4: lower 2.54525 upper 2.55902 gap 0.01376
  m=8: lower 2.54961 upper 2.55457 gap 0.00495
stopped iterations at m=4:
   0 steps: lower 2.06593 upper 2.81250
   5 steps: lower 2.36225 upper 2.60799
  10 steps: lower 2.38375 upper 2.56959
  20 steps: lower 2.46494 upper 2.55903
m=8 gap: energies 0.00494754, mismatch 0.00494754
gap share of worst tenth of cells: 86.5 %
cells at voxel edges: 15.6 % of volume, 78.7 % of gap
Coulomb constant e^2: 14.39965 eV angstrom
vacuum capacitance: 0.552635 e/V
certified C: 1.40900 to 1.41174 e/V
certified C: 0.22574 to 0.22619 aF
midpoint C: 1.41037 e/V, error at most 0.00137 e/V
relative half-gap: 0.097 %
energy at 1 V: 0.70450 to 0.70587 eV
midpoint field error, energy norm: at most 2.21 %
```
